# Internal-field enhancement of donor diffusion at twice the intrinsic density

## Question

I am working on an exercise about donor diffusion in a hot semiconductor. The donors are singly charged and fully ionized, and at the point of interest their concentration is $N=2n_i$, where $n_i$ is the intrinsic carrier density at the diffusion temperature. I have to calculate the factor by which the internal electric field raises the donor flux.

I understand that electrons spread out ahead of the donors and that the resulting field pulls the donors along. I therefore set $n=N$, took the field from the electron gradient, and found that drift equals diffusion, which gives a factor of 2. But this contains no $n_i$ at all, so it would also hold for very light doping, where I expect no enhancement. What have I lost?

A second point confuses me. Donors are said to move by pairing with point defects, and some of these pairs are neutral. A neutral pair feels no electric force. Does the enhancement then disappear? And is it the same thing as the "Fermi-level effect" on the diffusivity?

## Answer

Your field argument is sound, but setting $n=N$ discards the holes. At $N=2n_i$ they still matter, and they weaken the field. I shall first derive the factor with the holes kept, then put numbers in, and then turn to the pairs.

### The donor flux in a field

Let $x$ be the depth, $N(x)$ the donor concentration, $q>0$ the elementary charge and $J$ the number of donors crossing unit area per unit time, counted positive along $+x$. A positive ion in a field $E$ has the flux

$$J=-D\frac{dN}{dx}+\mu N E .$$

Here $D$ is the donor diffusivity at the local Fermi level, without the field's contribution, and $\mu$ is the donor mobility. The two are linked. In thermal equilibrium in a potential $\psi$, dilute ions follow $N\propto e^{-q\psi/kT}$, so $dN/dx=(qE/kT)N$, because $E=-d\psi/dx$. The flux must then vanish, which requires

$$\mu=\frac{qD}{kT}.$$

This is the Einstein relation, and with it

$$J=-D\left[\frac{dN}{dx}-\frac{qE}{kT}N\right]. \tag{1}$$

### The field set up by the carriers

Write $n$ and $p$ for the electron and hole densities. I assume Boltzmann statistics and local equilibrium between the carriers, so $np=n_i^2$ with uniform $n_i$. The electron and hole number fluxes are

$$J_n=-D_n n\left[\frac{d\ln n}{dx}+\frac{qE}{kT}\right],\qquad
J_p=-D_p p\left[\frac{d\ln p}{dx}-\frac{qE}{kT}\right].$$

The signs of the field terms differ because the charges differ. Since $\ln p=2\ln n_i-\ln n$, we have $d\ln p/dx=-d\ln n/dx$. Calling the first bracket $B$, we get $J_n=-D_n nB$ and $J_p=+D_p pB$.

No external circuit is connected, so the total electric current is zero: $J+J_p-J_n=0$. Therefore

$$B=-\frac{J}{D_n n+D_p p}.$$

Carriers diffuse enormously faster than donors, so $B$ is negligible beside $d\ln n/dx$. Setting $B=0$ gives

$$E=-\frac{kT}{q}\frac{d\ln n}{dx}. \tag{2}$$

Check the direction. If the donor profile falls with depth, $n$ falls too, and $E$ is positive. It pushes the positive donors deeper, down their own gradient, so drift adds to diffusion.

Inserting (2) into (1) gives

$$J=-D\left[\frac{dN}{dx}+N\frac{d\ln n}{dx}\right].$$

If $n$ at each point depends on $N$ at that point alone, the chain rule gives $d\ln n/dx=(d\ln n/dN)(dN/dx)$, and

$$J=-hD\frac{dN}{dx},\qquad h=1+N\frac{d\ln n}{dN}. \tag{3}$$

The 1 is ordinary diffusion; the second term is drift divided by diffusion. Your choice $n=N$ makes $d\ln n/dN=1/N$, and hence $h=2$ at any doping.

### Keeping the holes

With no other dopant present, and a profile smooth enough for local neutrality, positive and negative charges balance:

$$N+p=n .$$

Replace $p$ by $n_i^2/n$ and multiply by $n$:

$$n^2-Nn-n_i^2=0 .$$

The two roots have the product $-n_i^2$, so one is negative. The physical one is

$$n=\frac{N+S}{2},\qquad S=\sqrt{N^2+4n_i^2}. \tag{4}$$

Now differentiate. Since $dS/dN=N/S$,

$$\frac{dn}{dN}=\frac12\left(1+\frac NS\right)=\frac{S+N}{2S}=\frac nS,$$

where the last step uses (4) again. Dividing by $n$ gives $d\ln n/dN=1/S$, so

$$h=1+\frac{N}{\sqrt{N^2+4n_i^2}}. \tag{5}$$

There is a useful reading of $S$. From (4), $p=n-N=(S-N)/2$, so $n+p=S$ and

$$h=1+\frac{n-p}{n+p}.$$

When the potential rises slightly, electrons gather and holes leave, and both changes help to balance added donors. The more carriers of either sign are available, the smaller the potential change needed, and the weaker the field. That is how the holes reduce your factor of 2.

### The requested value

For $N=2n_i$,

$$S=\sqrt{4n_i^2+4n_i^2}=2\sqrt2\,n_i,\qquad
h=1+\frac{2n_i}{2\sqrt2\,n_i}=1+\frac1{\sqrt2}\approx1.71 .$$

**The internal field raises the donor flux by a factor of about 1.71**, compared with diffusion at the same $D$ and the same gradient.

The carrier densities are $n=(1+\sqrt2)n_i\approx2.41\,n_i$ and $p=(\sqrt2-1)n_i\approx0.41\,n_i$. Their difference is $2n_i$, as neutrality demands. So $n$ is about 21% larger than $N$, and the approximation $n=N$ is already poor.

### Light and heavy doping

For $N\ll n_i$, $S\approx2n_i$ and

$$h\approx1+\frac{N}{2n_i}.$$

This tends to 1, as you expected. A few donors barely disturb the large population of thermal carriers. At $N=0.1\,n_i$ the approximation gives 1.05, and the full formula gives 1.0499.

For $N\gg n_i$, take $N$ out of the square root and expand:

$$\frac NS=\left(1+\frac{4n_i^2}{N^2}\right)^{-1/2}\approx1-\frac{2n_i^2}{N^2},
\qquad h\approx2-\frac{2n_i^2}{N^2}.$$

Your answer is thus the heavy-doping limit of (5). At $N=10\,n_i$ the expansion gives 1.980, against 1.981 from (5). Since $S>N$, $h$ stays below 2 in this model.

That bound depends on Boltzmann statistics, on local neutrality and on the absence of other dopants. In very heavily doped material the electrons become degenerate: their density then responds less to a change in potential, the field is stronger, and with rigid bands $h$ can exceed 2 (band-gap narrowing, left out here, works the other way). Suppose there is also a uniform, immobile concentration $N_A$ of ionized acceptors. Neutrality becomes $n-p=N-N_A$. Repeating the steps above with $N-N_A$ in place of $N$ inside (4) gives $d\ln n/dN=1/(n+p)$ as before, but the drift term still carries the full donor concentration $N$:

$$h=1+\frac{N}{\sqrt{(N-N_A)^2+4n_i^2}} .$$

At exact compensation, $N=N_A$, this is $1+N/(2n_i)$. For $N=N_A=2n_i$ it equals 2, and for heavier compensated doping it exceeds 2. Few carriers are then left to screen the donor gradient. The value 1.71 found above for $N=2n_i$ was derived without compensation and cannot simply be carried over to compensated material.

### A worked example in fluxes

Take a model semiconductor with round parameters: $T=1300$ K, $n_i=1.0\times10^{19}\ \mathrm{cm^{-3}}$, relative permittivity 12 and $D=1.0\times10^{-14}\ \mathrm{cm^2/s}$ at the local Fermi level. Let the profile be

$$N(x)=2n_i\left[1-0.75\tanh\frac{x}{\ell}\right],\qquad \ell=100\ \mathrm{nm}=10^{-5}\ \mathrm{cm}.$$

At $x=0$ the concentration is $N=2n_i=2.0\times10^{19}\ \mathrm{cm^{-3}}$. The slope of $\tanh(x/\ell)$ there is $1/\ell$, so

$$\frac{dN}{dx}=-\frac{0.75\times2.0\times10^{19}}{10^{-5}}
=-1.5\times10^{24}\ \mathrm{cm^{-4}}.$$

The diffusion part of the flux is

$$-D\frac{dN}{dx}=1.5\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}.$$

For the field, use (2) with $d\ln n/dx=(1/S)\,dN/dx$. The thermal voltage is $kT/q=0.1120$ V and $S=2.83\times10^{19}\ \mathrm{cm^{-3}}$:

$$E=0.1120\times\frac{1.5\times10^{24}}{2.83\times10^{19}}
\approx5.94\times10^3\ \mathrm{V/cm}.$$

The donor mobility is $\mu=D/(kT/q)=8.93\times10^{-14}\ \mathrm{cm^2/(V\,s)}$, so the drift part is

$$\mu NE=8.93\times10^{-14}\times2.0\times10^{19}\times5.94\times10^3
\approx1.06\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}.$$

The total is $2.56\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}$. Divided by the diffusion part, it gives 1.71. The size of $E$ depends on the steepness of the profile, but the ratio does not, as long as neutrality holds: both parts are proportional to $dN/dx$.

### How smooth must the profile be?

A field that varies in space needs some net charge, so neutrality cannot be perfect. Poisson's equation tells us how good it is. With $\varepsilon$ the permittivity, $u=q\psi/kT$, $n=n_ie^u$ and $p=n_ie^{-u}$,

$$\frac{d^2\psi}{dx^2}=-\frac q\varepsilon(N+p-n)$$

becomes, after multiplication by $\varepsilon/(qn_i)$,

$$L^2\frac{d^2u}{dx^2}=2\sinh u-\frac N{n_i},\qquad
L=\sqrt{\frac{\varepsilon kT}{q^2n_i}}. \tag{6}$$

Neutrality means dropping the left side. In the example $L=2.73$ nm. This is a Debye length formed with $n_i$ alone. At $N=2n_i$ all carriers screen, and linearizing (6) shows that a small disturbance decays over $L\sqrt{n_i/S}=1.62$ nm. Both lengths are much shorter than $\ell$.

To find the leading correction, let $u_0$ solve the neutral problem and put $u=u_0+\delta$ with small $\delta$. Since $2\sinh u\approx2\sinh u_0+2\delta\cosh u_0$,

$$\delta\approx\frac{L^2}{2\cosh u_0}\frac{d^2u_0}{dx^2}.$$

Two derivatives of a profile of length $\ell$ bring a factor $1/\ell^2$, so the relative correction scales as $(L/\ell)^2$. Numerical solution of (6) confirms this: the deviation of $h$ from (5) at $\ell=100$ nm is 4.00 times that at 200 nm. At 100 nm the enhancement is 1.7068 instead of 1.7071.

These values hold at $x=0$, where the donor profile is steepest. At that point the enhancement drops as the profile is made steeper: 1.68 at $\ell=10$ nm and 1.54 at 3 nm. In the flanks the ratio of drift to diffusion can instead rise above its neutral value, because the actual field is spread over a wider region than the field calculated from local neutrality. A small ripple of wavenumber $\kappa$ on a uniform background shows why the response at the centre weakens. Linearizing (6), and using $2n_i\cosh u_0=n+p=S$, gives

$$\delta u=\frac{\delta N}{S+n_iL^2\kappa^2}.$$

The drift term in $h$ is then $N/(S+n_iL^2\kappa^2)$ instead of $N/S$. By Poisson's equation, a net charge of given amplitude produces a potential proportional to $1/\kappa^2$. A short ripple therefore changes the potential only a little, the carriers respond weakly, and much of the donor charge stays unbalanced.

The 3 nm value shows the trend of the equation and should not be read as a prediction. At $N=2\times10^{19}\ \mathrm{cm^{-3}}$ the typical donor spacing $N^{-1/3}$ is about 4 nm, and a cube of side 3 nm holds only about half a donor on average. A density averaged over a large plane can still be smooth on that scale, but the local surroundings of a donor are not. The treatment also leaves out correlations between individual charges, and this limit applies at every $\ell$, not only to steep profiles. In the example the Bjerrum length $q^2/(4\pi\varepsilon kT)$ is 1.07 nm, against a screening length of 1.62 nm, so each charge has a screening energy of about $0.3\,kT$ that grows with doping. This is the origin of band-gap narrowing, and it lowers $h$. A crude classical Debye–Hückel estimate, which probably overstates the shift, gives about 1.4 at $N=2n_i$. The value 1.71 belongs to the ideal model with uniform $n_i$.

### What happens with neutral pairs?

The enhancement survives, with the same $h$, but it arises differently. Let a donor $D^+$ pair with a neutral point defect $X^0$ to form a mobile pair of charge $zq$, with $z=+1$, 0 or $-1$:

$$D^++X^0+(1-z)e^-\rightleftharpoons(DX)^z .$$

The charge on the left is $1-(1-z)=z$, as it should be. Assume that this reaction is in local equilibrium, that $X^0$ has uniform concentration, and that pairs are few compared with isolated donors. The law of mass action gives the pair concentration

$$C_z=K_zN\left(\frac n{n_i}\right)^{1-z},$$

where the constant $K_z$ includes the concentration of $X^0$. With pair diffusivity $d_z$, the pair flux is

$$J_z=-d_z\left[\frac{dC_z}{dx}-z\frac{qE}{kT}C_z\right]
=-d_z\left[\frac{dC_z}{dx}+zC_z\frac{d\ln n}{dx}\right],$$

where (2) was used for the field. The gradient of $C_z$ is

$$\frac{dC_z}{dx}=C_z\left[\frac{d\ln N}{dx}+(1-z)\frac{d\ln n}{dx}\right].$$

On adding the field term, the $z$ in the bracket cancels:

$$J_z=-d_zC_z\left[\frac{d\ln N}{dx}+\frac{d\ln n}{dx}\right]
=-d_zK_z\left(\frac n{n_i}\right)^{1-z}h\,\frac{dN}{dx}. \tag{7}$$

The last step uses $C_z=K_zN(n/n_i)^{1-z}$ and the definition of $h$ in (3). The three cases read as follows.

- For $z=+1$, the pair concentration follows $N$, and the extra term comes from drift.
- For $z=0$, there is no drift. But pairs are relatively more abundant where electrons are abundant, so the pair profile is steeper than the donor profile. This supplies the extra term.
- For $z=-1$, the pair profile is steeper still and supplies the extra term twice. The field pulls the negative pairs back and removes one of the two.

So for neutral pairs "internal-field factor" is a loose name. If you compute the flux from the actual gradient of neutral pairs, $h$ is already included, and multiplying by it again would count it twice.

### The Fermi-level effect is a separate factor

If donors move only through these pairs, adding (7) over $z$ gives $J=-hD\,dN/dx$ with

$$D=\sum_z d_zK_z\left(\frac n{n_i}\right)^{1-z}.$$

This identifies the $D$ used from the start. If neutral or negative pairs contribute, it depends on $n/n_i$, and therefore on the Fermi level, because the number of such pairs per donor grows with $n/n_i$. If only pairs with $z=+1$ contribute, $D$ is constant. The factor $h$ instead multiplies the whole sum.

At $N=2n_i$ we have $n/n_i=2.414$. If one pair type carries all the flux, the flux per unit donor gradient, relative to nearly intrinsic material, changes as follows:

- $z=+1$: $1.707\times1=1.71$;
- $z=0$: $1.707\times2.414=4.12$;
- $z=-1$: $1.707\times2.414^2=9.95$.

When several types contribute, the total is an average of these three numbers, weighted by each type's share of $D$ in intrinsic material. A comparison of doped with intrinsic material can therefore show a change well above 1.71 without contradicting (5). The exercise asks for $h$ alone.

For the evolution of a profile, keep both factors inside the outer derivative. Donor conservation, $\partial N/\partial t=-\partial J/\partial x$, gives

$$\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(hD\frac{\partial N}{\partial x}\right),$$

where $h$ varies with $x$ through $N$, and so does $D$ unless only pairs with $z=+1$ contribute. Using 1.71 throughout a profile would be wrong wherever $N$ differs appreciably from $2n_i$.

### When the result needs changing

Formula (5) relies on Boltzmann statistics. If the electron density approaches the effective density of states of the conduction band, $n$ is no longer proportional to $e^{q\psi/kT}$, and (2) must be replaced. The shift begins early: with a silicon-like density of states of about $2.6\times10^{20}\ \mathrm{cm^{-3}}$ at 1300 K, the example has $n$ near a tenth of it, and Fermi–Dirac statistics with rigid bands give $h\approx1.73$ instead of 1.71. If some isolated donors are neutral, the charge in the neutrality condition is smaller than $N$. If diffusing donors drive the point defects out of equilibrium, the $X^0$ concentration is not uniform, and its gradient adds a further term to (7). The exercise states full ionization. If Boltzmann statistics, uniform $n_i$, local neutrality, no compensation and equilibrium of the point defects are assumed as well, $h=1+1/\sqrt2\approx1.71$. The numerical output below gives the values for other dopings and profile lengths.

## Computed results

```
Temperature: 1300 K
Thermal voltage kT/q: 0.11203 V
Intrinsic density ni: 1.000e+19 cm^-3
Donor concentration N: 2.000e+19 cm^-3
Relative permittivity: 12.0
Diffusivity D: 1.000e-14 cm^2/s
Profile length l: 100.0 nm
Debye length L: 2.726 nm
Electron density ratio n/ni: 2.41421
Electron density n: 2.4142e+19 cm^-3
Hole density p: 4.1421e+18 cm^-3
Enhancement h, formula: 1.70711
Enhancement from numerical neutrality roots:
  N/ni = 0.01: h = 1.00500
  N/ni = 0.1: h = 1.04994
  N/ni = 1: h = 1.44721
  N/ni = 2: h = 1.70711
  N/ni = 10: h = 1.98058
  N/ni = 100: h = 1.99980
Enhancement from Poisson's equation at N = 2 ni:
  l = 200 nm: h = 1.70703
  l = 100 nm: h = 1.70679
  l = 30 nm: h = 1.70360
  l = 10 nm: h = 1.67841
  l = 3 nm: h = 1.53665
Deviation ratio, l = 100 to 200 nm: 4.000
Donor gradient at x = 0: -1.5000e+24 cm^-4
Field, neutrality: 5941.0 V/cm
Field, Poisson: 5938.4 V/cm
Donor mobility: 8.9266e-14 cm^2/(V s)
Diffusion flux: 1.5000e+10 cm^-2 s^-1
Drift flux (Poisson field): 1.0602e+10 cm^-2 s^-1
Total flux (Poisson field): 2.5602e+10 cm^-2 s^-1
Total/diffusion flux: 1.70679
Pair flux per donor gradient, relative to intrinsic:
  z = +1: total 1.7071, Fermi-level part 1.0000, quotient 1.70711
  z = +0: total 4.1213, Fermi-level part 2.4142, quotient 1.70711
  z = -1: total 9.9497, Fermi-level part 5.8284, quotient 1.70711
```
